Open-Circuit Photovoltage: The Logarithmic Gain and Its Flat-Band Limit

**Problem**

Three n-type photoanodes differ in the ideality factor n of their dark recombination current: n = 1, 1.5 and 2. Each is at 298.15 K and has a dark band bending Vb = 0.60 V. Under a photon flux Φ₁ = 10¹⁴ cm⁻² s⁻¹, each shows an open-circuit photovoltage V₁ = 0.40 V. The flux is raised to 10¹⁶ cm⁻² s⁻¹. By how much does each photovoltage rise, and where does the flat-band limit invalidate the logarithmic law?

The semiconductor has the rough parameters of a CeO₂ film under near-ultraviolet light: relative permittivity 25, donor density N = 10¹⁸ cm⁻³ and absorption coefficient α = 10⁵ cm⁻¹. As an idealization, take the space-charge field as the sole means of collecting holes.

The photovoltage V is the change of electrode potential from dark equilibrium with the redox couple, counted positive when light flattens the bands. The flux Φ is the flux that enters the semiconductor.

**A tempting solution**

At open circuit no net current flows, so the collected photocurrent J equals the recombination current:

J = J₀[exp(V/(nVT)) − 1], with VT = kT/q = 25.693 mV.

Solving for V gives

V = nVT ln(1 + J/J₀).

If J is proportional to the light, a hundredfold step from x = J/J₀ to 100x raises V by

ΔV = nVT ln[(1 + 100x)/(1 + x)].

For x ≫ 1 both ones can be dropped:

ΔV = nVT ln 100 = n × 25.693 mV × 4.6052 = n × 118.3 mV.

The predictions are:

- n = 1: gain 118.3 mV, final value 0.518 V
- n = 1.5: gain 177.5 mV, final value 0.577 V
- n = 2: gain 236.6 mV, final value 0.637 V

The last value exceeds the 0.60 V of bending that was available. The tempting repair is to cut it off at 0.60 V and accept the other two, since they lie below the limit.

**The fault**

The algebra is sound, but "J is proportional to the light" requires a constant collected fraction. Here the field collects the holes, and the photovoltage itself removes that field. As V rises, the collecting layer becomes thinner and each photon contributes less current. The error therefore grows continuously and is present before the logarithmic line reaches Vb.

The crossing with Vb is still useful as an outer limit. On the logarithmic line, the light multiplication M* that brings V from V₁ to Vb is the ratio of the two recombination currents:

M* = [exp(Vb/(nVT)) − 1]/[exp(V₁/(nVT)) − 1].

This gives M* ≈ 2400, 179 and 49 for n = 1, 1.5 and 2. Setting M* = 100 and dropping the ones gives the critical ideality factor:

n* = (Vb − V₁)/(VT ln 100) = 0.200 V/0.1183 V = 1.69.

For n > n* the hundredfold prediction is impossible under the stated collection mechanism. For n < n* this outer limit alone does not exclude it.

**The right solution**

*Width of the collecting layer.* Assume that n describes recombination kinetics, not a division of voltage between solid and liquid, so that all of V appears across the space charge. The remaining bending is then

B = Vb − V, with b = B/VT.

Let φ(x) be the local bending at depth x, equal to B at the surface and zero in the bulk. The electron density is N exp(−φ/VT). With ionized donors and negligible hole charge, the charge density is qN[1 − exp(−φ/VT)]. Upward bending means that the electrostatic potential is −φ, so Poisson's equation reads

φ″ = (qN/ε)[1 − exp(−φ/VT)].

Multiply by φ′ and integrate from the bulk, where φ = φ′ = 0:

(φ′)²/2 = (qN/ε)[φ − VT + VT exp(−φ/VT)].

At the surface φ = B, so

φ′(0)² = (2qN VT/ε)(b − 1 + e^(−b)).

Integrating Poisson's equation over depth shows that the total charge per area is ε|φ′(0)|. Writing this charge as qNW defines an equivalent depleted width:

W = ε|φ′(0)|/(qN) = λ √[2(b − 1 + e^(−b))], λ = √[εVT/(qN)].

Here λ = 5.96 nm. The width is 39.8 nm in the dark and 21.9 nm at V₁, and it vanishes at flat band.

*Collected fraction.* Light generates αΦ exp(−αx) pairs per volume and time. The model takes every hole created within W as collected and every deeper one as lost:

f = ∫₀^W α exp(−αx) dx = 1 − exp(−αW).

At V₁, αW = 0.219 and f₁ = 0.197. The photocurrent is qΦ₁f₁ = 3.16 μA/cm², and J₀ for each electrode follows from its starting voltage.

*Current balance.* The photovoltage now solves

qΦ f(V) = J₀[exp(V/(nVT)) − 1].

The left side falls with V and the right side rises. At V = 0 the left side is the larger. At V = Vb it is zero while the right side is positive. There is therefore one solution, and it lies below Vb at every finite flux.

*The gain.* Divide the balance at 100Φ₁ by that at Φ₁:

[exp(V₂/(nVT)) − 1]/[exp(V₁/(nVT)) − 1] = 100 f₂/f₁.

Both exponentials are much greater than one here, so

V₂ − V₁ ≈ nVT[ln 100 + ln(f₂/f₁)].

The second logarithm is negative and carries the loss of collection. Since f₂ depends on V₂, the balance must be solved numerically. For n = 2 the solution has f₂ = 0.0550, and the equation confirms its gain:

ln(f₂/f₁) = ln(0.0550/0.1971) = −1.276

V₂ − V₁ = 2 × 25.693 mV × (4.605 − 1.276) = 171 mV.

The three results are:

- n = 1: gain 107 mV, final value 0.507 V
- n = 1.5: gain 147 mV, final value 0.547 V
- n = 2: gain 171 mV, final value 0.571 V

Relative to the logarithmic gains, these are low by 9, 17 and 28 percent. These figures depend on taking the charge-equivalent W as the collecting depth: the plain depletion width λ√(2b) gives gains of 109, 152 and 181 mV, and a tenfold larger αλ gives 113, 158 and 182 mV. The case n = 1.5 shows why the cut-off repair fails: its logarithmic prediction lies below 0.60 V, yet it overstates the final voltage by 31 mV.

**Where the logarithm fails**

A local criterion comes from the slope S = dV/d ln Φ, which the bright-light logarithm sets equal to nVT. Take the logarithm of the balance:

ln(qΦ) + ln f = ln J₀ + ln[exp(V/(nVT)) − 1].

Differentiate with respect to ln Φ:

1 + S d(ln f)/dV = S/{nVT[1 − exp(−V/(nVT))]}.

Divide by S and rearrange:

1/S = 1/{nVT[1 − exp(−V/(nVT))]} − d(ln f)/dV.

For the last term, use f = 1 − exp(−αW):

−d(ln f)/dV = g(αW) × [−d(ln W)/dV], g(x) = x/(eˣ − 1).

Because B falls as V rises, −d/dV = d/dB. Differentiating W² = 2λ²(b − 1 + e^(−b)) then gives

−d(ln W)/dV = (1 − e^(−b))/[2VT(b − 1 + e^(−b))].

In bright light with b ≫ 1, the remaining exponentials can be dropped:

1/S ≈ [1/(nVT)] × {1 + n g/[2(b − 1)]}.

The slope is 10 percent below nVT when the braces equal 1/0.9, so that n g/[2(b − 1)] = 1/9. Hence

B ≈ VT(1 + 4.5 n g).

Since g depends on W, this is an implicit condition. The full slope expression places the 10 percent point at B = 131, 182 and 232 mV for n = 1, 1.5 and 2. With g taken at those points, the estimate gives 132, 182 and 230 mV.

The corresponding photovoltages are 0.469, 0.418 and 0.368 V. The n = 1 electrode passes its point well into the step, the n = 1.5 electrode soon after the start, and the n = 2 electrode is already past it at 0.40 V. A larger ideality factor promises a larger gain and also loses the logarithm farther from flat band.

**Two limiting cases**

*Very bright light.* Near flat band b ≪ 1, and b − 1 + e^(−b) ≈ b²/2. Then W ≈ λb and f ≈ αλb, while the recombination current approaches its value at Vb. The balance becomes

B ≈ VT J₀[exp(Vb/(nVT)) − 1]/(qΦαλ).

The remaining bending falls as 1/Φ, so V saturates. At 10⁷ times the starting flux, the solved balance agrees with this expression within 1 percent for all three electrodes. That flux tests the mathematics of the model and is not a proposed operating condition. At 10⁴ times the starting flux, the model gives 0.587, 0.599 and 0.600 V, the last still slightly below Vb.

*Very dim light.* The logarithm also fails when J is not much greater than J₀, for a reason unrelated to flat band. With constant collection and n = 1, a step from J/J₀ = 0.1 to 10 gives

ΔV = VT ln(11/1.1) = VT ln 10 = 59.2 mV,

half of the 118.3 mV that ln 100 would suggest.

**How far the model can be trusted**

The ceiling at Vb belongs to field collection and is not a general law. If holes also diffuse over a length L, a hole created at x > W reaches the layer with probability exp[−(x − W)/L]. Adding these holes gives

f = 1 − exp(−αW) + exp(−αW) αL/(1 + αL) = 1 − exp(−αW)/(1 + αL).

At flat band this leaves αL/(1 + αL), which is not zero. For L = 5 nm, with J₀ reset so that each electrode still starts at 0.40 V, the final values become 0.510, 0.553 and 0.582 V. Flat band is then reached at finite multiplications of about 11,900, 890 and 240. Beyond that point the depletion model no longer applies. A contact that passes holes but blocks electrons could likewise sustain a photovoltage without band bending.

Both collection formulas neglect the loss of holes inside W. Low mobility slows drift as well as diffusion, so this requires holes to live much longer in the layer than in the bulk, as they may where electrons are scarce. Even then some holes are lost. Solving drift, diffusion and recombination of holes in the same band profile, with a lifetime inversely proportional to the electron density, gives f₁ = 0.18 for L = 5 nm instead of 0.235; for L = 1 nm it gives f₁ = 0.10 and final values of 0.498, 0.531 and 0.556 V. With a lifetime uniform in depth and L = 1 nm, the final values are 0.515 and 0.569 V for n = 1 and 1.5, and n = 2 reaches flat band within the step. A short diffusion length therefore does not by itself lead back to the field-only formula. Near flat band the electrons return and the assumption weakens. The final value for n = 2, with only 29 mV of bending left, is therefore the least certain.

The balance also keeps J₀ fixed as the bands flatten. An ideality factor near 2 can indicate recombination inside the space charge, where J₀ need not stay constant as the bands flatten. How it changes depends on the traps and the band gap. As an illustration, if J₀ were proportional to W, the loss of collection would largely cancel in the balance, and the ceiling at Vb would no longer follow. The gains above apply only when J₀ stays constant.

For a real CeO₂ film, the parameters above are rough. Donor density depends strongly on oxygen deficiency, and absorption varies steeply near the band edge. The values of Vb, V₁ and n are chosen, not measured. The density N exp(−φ/VT) also presumes a flat electron quasi-Fermi level in the light. If the electrons recombine at the surface, this needs a mobility of several 10⁻⁶ cm²/(V s) or more, whereas electrons in ceria move as small polarons whose room-temperature mobility, extrapolated from high-temperature data, is roughly 10⁻⁷ cm²/(V s); the condition may fail in a real film. Real films may break the assumption of field-only collection: the simple 5 nm formula moves the final voltages by about 2 to 11 mV, and loss of holes inside the layer can move them by tens of millivolts in either direction. They may also break the assumption of fixed band edges. With a rough Helmholtz capacitance of 20 μF/cm², the charge of holes that wait about 1 ms at the surface of the n = 1 electrode under the bright light would by itself shift the edges by 10 mV. The loss of space charge in the light shifts them the opposite way. Removing the whole dark space charge changes the Helmholtz voltage by 32 mV, so it matters whether a quoted 0.60 V means the bending inside the solid or the full distance from the redox potential to the flat-band potential.

The results are steady values. For n = 1.5, charging the space-charge layer from the dark to within 1 mV of the final voltage takes about 106 ms in the dim light and 2.7 ms in the bright light. Slow traps, which are not included, could lengthen both times. Temperature must also be the same at both light levels, because J₀ depends on it and would not cancel otherwise. The common temperature matters too: with both levels at 333.15 K, the logarithmic gain for n = 1 would be 132 mV instead of 118 mV. The remaining estimates are in the numerical output.

Table of computed values

```
temperature: 298.15 K; kT/q: 25.693 mV
relative permittivity (rough): 25
donor density (rough): 1.0e+18 cm^-3
absorption coefficient (rough): 1.0e+05 cm^-1
dark band bending Vb: 0.60 V; start V1: 0.40 V
photon flux: 1.0e+14 to 1.0e+16 cm^-2 s^-1
Debye length: 5.96 nm
W in dark: 39.8 nm; at V1: 21.9 nm
collected fraction at V1: 0.1971
photocurrent at V1: 3.157 uA/cm2
ln(100): 4.6052
critical ideality factor n*: 1.690
dim-light gain, n=1, J/J0 0.1 to 10: 59.2 mV
n=1.0: J0 5.469e-13 A/cm2
  log gain 118.3 mV; log V2 0.5183 V
  field-model gain 107.2 mV; V2 0.5072 V
  collected fraction at V2: 0.1279
  log line meets flat band at M* = 2402.7 x light
  slope 10% low at V 0.4691 V, B 130.9 mV
  estimate of that B: 131.7 mV
  field-model V at 10^4 x light: 0.5866 V
n=1.5: J0 9.811e-11 A/cm2
  log gain 177.5 mV; log V2 0.5775 V
  field-model gain 146.6 mV; V2 0.5466 V
  collected fraction at V2: 0.0883
  log line meets flat band at M* = 179.4 x light
  slope 10% low at V 0.4184 V, B 181.6 mV
  estimate of that B: 181.7 mV
  field-model V at 10^4 x light: 0.5985 V
n=2.0: J0 1.315e-09 A/cm2
  log gain 236.6 mV; log V2 0.6366 V
  field-model gain 171.0 mV; V2 0.5710 V
  collected fraction at V2: 0.0550
  log line meets flat band at M* = 49.0 x light
  slope 10% low at V 0.3682 V, B 231.8 mV
  estimate of that B: 230.4 mV
  field-model V at 10^4 x light: 0.5996 V
settling to 1 mV, n=1.5: 106.2 ms dim, 2.66 ms bright
hole diffusion length tried (rough): 5 nm
  n=1.0: V2 0.5096 V; flat band at 11872 x light
  n=1.5: V2 0.5529 V; flat band at 886 x light
  n=2.0: V2 0.5824 V; flat band at 242 x light
Helmholtz capacitance (rough): 20 uF/cm2
Helmholtz voltage of full dark charge: 31.9 mV
surface hole stay for 10 mV edge shift, n=1: 0.98 ms
lifetime for photocarriers at 1% of donors: 10.0 us
tunnelling energy E00 (free-electron mass): 3.71 meV
dark surface field: 0.288 MV/cm
donor electrons per Ce site: 3.9e-05
bright light: 5.45 mW/cm2 at 3.4 eV
heating at 0.05 W/(cm2 K): 0.11 K
log gain at 333.15 K, n=1: 132.2 mV
```
